# Why Second-Order Desorption Peaks Near Half the Initial Coverage

**Q:** When atoms recombine in pairs and desorb during a linear temperature ramp, I am told that the rate peaks once about half of them have gone. The rate contains an activation energy, a prefactor, a heating rate and an initial coverage. Why should none of them matter?

**A:** They do matter, but only weakly if the ramp starts cold. Let $\theta$ be the coverage in monolayers (ML), with one atom per site at 1 ML, and let

$$r=-\frac{d\theta}{dt}=\nu\theta^2e^{-E/kT},\qquad T=T_0+\beta t .$$

The square says that two atoms must meet, and that they are randomly mixed over the surface. I take $\nu$ and $E$ as constant and let no desorbed molecule return. The rate $r$ counts atoms. The molecular rate is $r/2$, which peaks at the same moment.

Temperature is the more useful clock. Since $dT=\beta\,dt$,

$$\frac{d\theta}{dT}=-\frac{\nu}{\beta}\theta^2e^{-E/kT}.$$

**Q:** Then find the maximum.

**A:** Take the logarithm, $\ln r=\ln\nu+2\ln\theta-E/kT$, and differentiate:

$$\frac{d\ln r}{dT}=\frac{2}{\theta}\frac{d\theta}{dT}+\frac{E}{kT^2}
=\frac{E}{kT^2}-\frac{2\nu}{\beta}\theta e^{-E/kT}.$$

The first term is the gain from heating and the second is the loss from depletion. With the abbreviation

$$K(T)=\frac{\nu}{\beta}\frac{kT^2}{E}e^{-E/kT},$$

this becomes

$$\frac{d\ln r}{dT}=\frac{E}{kT^2}\,(1-2K\theta).$$

At the peak, marked by the subscript $p$, we therefore have $1/\theta_p=2K(T_p)$.

**Q:** That relates two unknowns, $\theta_p$ and $T_p$. It says nothing about one half.

**A:** The second relation is the history of the coverage. Separating the rate equation gives $-d\theta/\theta^2=(\nu/\beta)e^{-E/kT}dT$, and the left side is $d(1/\theta)$. Hence

$$\frac1\theta-\frac1{\theta_0}=I(T)-I(T_0),\qquad
I(T)=\frac{\nu}{\beta}\int_0^T e^{-E/kT'}dT'.$$

Apply this at the peak and multiply by $\theta_p$. The left side becomes $1-\theta_p/\theta_0$. On the right, replace $\theta_p$ by $1/2K(T_p)$:

$$\frac{\theta_p}{\theta_0}=1-\frac{I(T_p)-I(T_0)}{2K(T_p)}.$$

The prefactor and heating rate cancel from the ratio, because $I$ and $K$ both carry $\nu/\beta$. They survive only through the value of $T_p$.

**Q:** So the claim rests on $I$ being nearly equal to $K$. Why should it be?

**A:** The integrand rises so steeply that nearly all of the integral comes from a narrow range below $T$. Over a range $kT^2/E$ the exponential changes by about a factor $e$, so the integral is roughly its last value times that range, which is $K$.

To make this precise, put $T'=T/s$ and $x=E/kT$. Then $dT'=-T\,ds/s^2$, and $s$ runs from infinity down to 1. The minus sign reverses the limits:

$$I(T)=\frac{\nu T}{\beta}\int_1^\infty\frac{e^{-xs}}{s^2}ds
=\frac{\nu T}{\beta}E_2(x),$$

where $E_2$ is the exponential integral of order 2. In the same variable $K=(\nu T/\beta)e^{-x}/x$, so

$$\frac IK=x\,e^xE_2(x).$$

If the ramp starts cold, $I(T_0)$ is negligible beside $I(T_p)$, and

$$\frac{\theta_p}{\theta_0}=1-\tfrac12x\,e^xE_2(x),\qquad x=\frac{E}{kT_p}.$$

**Q:** I cannot see a half in that function.

**A:** Define $J_n=e^xE_n(x)=\int_0^\infty e^{-xy}(1+y)^{-n}dy$, where $y=s-1$. Integration by parts gives

$$xJ_n=1-nJ_{n+1}.$$

The 1 is the boundary value at $y=0$. The other term comes from differentiating $(1+y)^{-n}$. Use the relation for $n=2$, 3 and 4 in turn:

$$xJ_2=1-2J_3=1-\frac2x+\frac{6J_4}{x}
=1-\frac2x+\frac6{x^2}-\frac{24J_5}{x^2}.$$

Therefore

$$\frac{\theta_p}{\theta_0}=\frac12+\frac1x-\frac3{x^2}+\frac{12J_5}{x^2}.$$

Since $(1+y)^{-5}\le1$, we have $0<J_5<1/x$, and the last term is positive and smaller than $12/x^3$. One half is the limit $E\gg kT_p$. The leading correction is $kT_p/E$.

**Q:** Is the fraction above one half in general, or only when the series is good?

**A:** Within this model it is above one half whenever there is a peak. Because $(1+y)^{-n}$ decreases with $n$, $J_3<J_2<J_1$. The parts relation then bounds $J_2$ from both sides:

- From $n=2$: $xJ_2=1-2J_3>1-2J_2$, so $J_2>1/(x+2)$.
- From $n=1$: $xJ_1=1-J_2$, and $xJ_2<xJ_1$, so $J_2<1/(x+1)$.

Insert these in $1-xJ_2/2$. For a cold start,

$$\frac12+\frac1{2(x+1)}<\frac{\theta_p}{\theta_0}<\frac12+\frac1{x+2}.$$

A warmer start adds the positive term $I(T_0)/2K(T_p)$, so the lower bound still holds.

**Q:** You say "whenever there is a peak". Could there be none, or two?

**A:** There can be none, but not two. The sign of $d\ln r/dT$ is that of $1-2K\theta$, hence of $1/\theta-2K$. Using the coverage history, this is $1/\theta_0-F(T)$ with

$$F(T)=2K(T)-I(T)+I(T_0).$$

Differentiating $T^2e^{-E/kT}$ gives $K'=(\nu/\beta)e^{-E/kT}(1+2kT/E)$, while $I'=(\nu/\beta)e^{-E/kT}$. So

$$F'=2K'-I'=\frac{\nu}{\beta}e^{-E/kT}\left(1+\frac{4kT}{E}\right)>0 .$$

$F$ rises steadily and without limit, so it crosses $1/\theta_0$ once if it starts below it. At the start $F(T_0)=2K(T_0)$. The condition for a peak inside the ramp is thus $2K(T_0)\theta_0<1$. If it fails, the rate falls from the first moment.

**Q:** The algebra is clear, but is there a physical reason for the half?

**A:** It is the symmetry of the peak. Measure temperature by $u=(T-T_p)E/kT_p^2$. Near the peak $-E/kT\approx-E/kT_p+u$, with an error of about $u^2/x$. To leading order in $1/x$ we also have $I(T)\approx K(T_p)e^u$. At the peak, where $u=0$, the coverage history from a cold start then reads $1/\theta_p\approx1/\theta_0+K(T_p)$, while the peak condition is $1/\theta_p=2K(T_p)$. Together they give $K(T_p)\approx1/\theta_0$. At any temperature near the peak the coverage history becomes

$$\frac1\theta=\frac1{\theta_0}(1+e^u),\qquad\text{so}\qquad
\frac{\theta}{\theta_0}=\frac1{1+e^u}.$$

The rate is proportional to $\theta^2e^u$, that is, to

$$\frac{e^u}{(1+e^u)^2}=\frac{1}{(e^{u/2}+e^{-u/2})^2}=\frac{1}{4\cosh^2(u/2)}.$$

Hence $r/r_p=\operatorname{sech}^2(u/2)$. This is even in $u$, so equal numbers of atoms leave before and after the maximum.

**Q:** Would any desorption peak on a linear ramp do the same?

**A:** No. Take first-order loss, $-d\theta/dT=(\nu_1/\beta)\theta e^{-E/kT}$ with $\nu_1$ in 1/s, and define $K_1$ and $I_1$ as before with $\nu_1$ for $\nu$. Now $d\ln r/dT=(E/kT^2)(1-K_1)$, so $K_1=1$ at the peak. The coverage from a cold start is $\theta_0e^{-I_1}$. Since $I_1/K_1\to1$ for large $x$, the fraction left tends to $1/e$, about 0.37. At constant energy, the half belongs to the second-order law. A measured half does not by itself prove second order, however: repulsion between the atoms can raise the first-order fraction to the same value.

**Q:** Show me numbers, for a surface that someone in lithography would care about.

**A:** Consider hydrogen atoms recombining on a transition-metal surface, the class used for capping layers on extreme-ultraviolet mirrors. I choose round model values: $E=0.90$ eV, a second-order prefactor of 0.01 cm²/s, $1.5\times10^{15}$ sites/cm², $\theta_0=0.50$ ML, $\beta=2.0$ K/s and $T_0=150$ K. The prefactor is defined for atom loss, so

$$\nu=0.01\times1.5\times10^{15}=1.5\times10^{13}\ \mathrm{ML^{-1}\,s^{-1}}.$$

Integrating the rate equation with a high-order Runge–Kutta method and locating the maximum gives $T_p=332.9$ K and $\theta_p=0.2646$ ML. The fraction left is

$$\frac{0.2646}{0.50}=0.529.$$

The formula needs $kT_p=0.02869$ eV, hence $x=0.90/0.02869=31.37$. Its series gives

$$0.5+0.0319-3(0.0319)^2=0.529.$$

The bounds are 0.515 and 0.530.

The peak condition can be followed by hand. In terms of $x$ it reads $xe^x=2\nu\theta_pT_p/\beta$. The right side is

$$\frac{2(1.5\times10^{13})(0.2646)(332.9)}{2.0}=1.32\times10^{15},$$

whose logarithm is 34.82. On the left, $31.37+\ln31.37=34.82$.

This also shows why $x$ is large: it is roughly the logarithm of a very large number.

**Q:** A single coverage proves little. Does the fraction stay put when the peak moves?

**A:** Hold everything else fixed and change $\theta_0$:

| $\theta_0$ (ML) | $T_p$ (K) | $\theta_p/\theta_0$ |
|---|---|---|
| 0.05 | 357.5 | 0.531 |
| 0.20 | 342.3 | 0.530 |
| 0.50 | 332.9 | 0.529 |
| 1.00 | 326.2 | 0.529 |

The peak moves by 31 K and the fraction by about 0.0025. To see why, put $T_p=E/kx$ in the peak condition: $x^2e^x=2\nu\theta_pE/(k\beta)$. With $\theta_p$ nearly proportional to $\theta_0$, a small change obeys $\delta x\approx\delta\ln\theta_0/(1+2/x)$. A factor of 20 in coverage has logarithm 3.0, so $\delta x\approx2.8$. The leading change of the fraction is $-\delta x/x^2\approx-0.003$.

**Q:** And is the peak really symmetric?

**A:** Nearly. Half maximum of $\operatorname{sech}^2(u/2)$ lies at $\cosh(u/2)=\sqrt2$, so the full width is $4\operatorname{arccosh}\sqrt2=3.525$ in $u$. One unit of $u$ is $kT_p^2/E=332.9/31.37=10.6$ K, which predicts 37.4 K. The integrated curve has a full width of 35.3 K, with 17.0 K on the cold side and 18.3 K on the hot side.

The true width is 5.8% below the leading-order one. Evaluating the closed solution at ten times this $x$ reduces the deficit to 0.6%, as expected of a correction proportional to $1/x$.

**Q:** Now break it. What if I start the ramp too warm?

**A:** For this coverage and heating rate, $2K(T_0)\theta_0=1$ at $T_0=326.7$ K. A ramp starting at or above that temperature has no interior peak. One starting at 320 K, still with 0.50 ML, peaks at 330.3 K with 69% of the atoms left. The system has not had time to lose the atoms that a cold ramp would have removed on the way up. For this surface 280 K is still cold enough, with a fraction of 0.530, while a start at 300 K gives 0.542. As $T_0$ approaches the threshold, $T_p$ approaches $T_0$ and the fraction tends to 1.

**Q:** Suppose I use the rule to extract an activation energy. Does the missing 0.03 spoil it?

**A:** Not if the prefactor is known. Write $f=\theta_p/\theta_0$. The true condition is $xe^x=2f\nu\theta_0T_p/\beta$, while setting $f=\tfrac12$ gives $x_he^{x_h}=\nu\theta_0T_p/\beta$. Subtract the logarithms:

$$(x-x_h)+\ln\frac{x}{x_h}=\ln2f .$$

For a small difference $\ln(x/x_h)\approx(x-x_h)/x$. Multiplying by $kT_p$ gives

$$E-E_h\approx\frac{kT_p\ln2f}{1+1/x}
=\frac{28.69\times\ln1.058}{1.032}\ \mathrm{meV}\approx1.6\ \mathrm{meV}.$$

That is 0.2% of $E$, and the half rule errs on the low side. The prefactor must be known well for this to count: an error of a factor of 3 in $\nu$ shifts the energy by about 30 meV.

If the prefactor is unknown, use several coverages. The peak condition rearranges to

$$\ln(\theta_0T_p^2)=\frac{E}{kT_p}+\ln\frac{\beta E}{2f\nu k}.$$

With $f$ treated as constant, a plot against $1/T_p$ has slope $E/k$. A straight-line fit to the four simulated peaks returns 0.902 eV. The small excess has the sign expected from the table: $f$ falls as $1/T_p$ rises, so the last term adds to the slope. The plot does require an energy that is the same at all coverages. If $E$ varies with coverage, that variation also shifts the peaks, and the slope can be far from $E/k$. Let the energy fall from 0.90 eV at zero coverage to 0.80 eV at 1 ML, and the same four coverages return 0.38 eV.

**Q:** Real adsorbed atoms interact. Your constant $E$ is the assumption I trust least.

**A:** Rightly so. Replace $E$ by $E-w\theta$, a mean-field form in which positive $w$ means repulsion. Then

$$\frac{d\ln r}{dT}=\frac{E-w\theta}{kT^2}+\left(\frac2\theta+\frac{w}{kT}\right)\frac{d\theta}{dT}.$$

The new term in the bracket appears because the barrier changes as atoms leave. The coverage history changes too, so I integrate the equation again rather than infer the outcome from this term. With the other parameters fixed:

- $w=+0.10$ eV/ML: the peak is at 317 K and the fraction is 0.58.
- $w=-0.10$ eV/ML: the peak is at 348 K and the fraction is 0.47.

Attraction can thus bring the fraction below one half. The lower bound derived earlier belongs to constant $E$.

**Q:** What about the vacuum system and the fact that hydrogen is light?

**A:** I add each effect alone to the constant-$E$ model, using rough strengths. The chamber has a volume of 50 L, pumped at 500 L/s, and the sample area is 1 cm².

- **Readsorption.** Let $a$ be the return rate to an empty surface divided by the pumping rate. For sticking probability 0.5 and gas at 300 K, $a=0.044$. Dissociative adsorption needs two free sites, so the net rate is $r/[1+a(1-\theta)^2]$. The fraction becomes 0.531.
- **Pressure lag.** The pressure follows the rate with a delay of $50/500=0.10$ s, or 0.2 K of heating. At the peak the fraction falls by $0.0249/(2.0\times0.50)=0.025$ per kelvin, since the loss rate there is 0.0249 ML/s. The fraction at the pressure maximum should drop by 0.005, and the integration gives 0.524.
- **Background gas.** With the same sticking probability and gas temperature, hydrogen at $10^{-10}$ Torr supplies an empty surface with $9.5\times10^{-5}$ ML/s. The fraction, still relative to the initial 0.50 ML, becomes 0.531.
- **Prefactor.** Making it proportional to $T$, with its old value at 332.9 K, gives 0.528.
- **Tunnelling.** The Wigner factor $1+(\hbar\omega/kT)^2/24$, with a barrier frequency of 600 cm⁻¹, is 1.28 at 332.9 K. It lowers $T_p$ by 2.6 K but leaves the fraction at 0.529. The formula is meant for small corrections, and here $\hbar\omega/kT=2.6$, so the factor is rough: a full parabolic barrier gives 1.35, with the same fraction. Both estimates assume a barrier that stands well above the energy of the free molecule; where adsorption has no barrier, this enhancement is absent.

**Q:** How far would you carry this to an actual mirror surface?

**A:** As a guide to a desorption measurement on a clean sample in ultrahigh vacuum. Desorption energies of somewhat under or around 1 eV and about $10^{15}$ sites/cm² are the rough scale for hydrogen on transition metals; prefactors vary widely. The assumption to check first is a single, constant energy, because real surfaces can have interactions, defects and more than one kind of site. At an initial coverage of 0.50 ML the interaction strengths tried above move the fraction from 0.53 to 0.58 or 0.47, more than the vacuum effects do for this chamber. The shift grows with coverage and with $w$: starting from 1 ML the same strengths give 0.63 and 0.41, and $w=+0.20$ eV/ML gives 0.72. An operating extreme-ultraviolet tool has a hydrogen background far above $10^{-10}$ Torr, so adsorption during the ramp could not be ignored there.

The rule therefore needs second-order kinetics, a nearly constant energy, a cold start and little return of gas. Under those conditions the better estimate is $\tfrac12+kT_p/E$.
